# Thermal and Modulation Widths of a Peak in Inelastic Tunnelling

## First half: the thermal peak

### What dimensions and symmetry fix

Two metal electrodes are separated by a tunnel barrier that contains a vibrating object. The vibration has quantum energy $\Omega$. When the voltage $V$ is large enough, an electron can cross the barrier and leave the energy $\Omega$ behind in the vibration. This opens an additional channel for the current, and the second derivative $d^2I/dV^2$ has a peak where the channel opens, at $eV=\Omega$. Here $e>0$ is the elementary charge.

Suppose that the vibration is perfectly sharp and that the barrier and the electrodes have no structure in energy near the threshold. The distance from threshold is then $x=eV-\Omega$, so $\Omega$ sets the position of the peak and not its shape. The remaining energy is $kT$, which smears the occupation of the electrodes. The full width at half maximum, called the full width below, must therefore be

$$W_T=c_T\,kT,$$

with a pure number $c_T$. If the electrodes are cold and the voltage is instead modulated with amplitude $A$, the remaining scale is $A$, and the full width in voltage must be $W_A=c_A A$. With both present, dimensional analysis allows

$$W=kT\,\Phi(r),\qquad r=\frac{eA}{kT},$$

where $\Phi(0)=c_T$ and $\Phi(r)\to c_A r$ for large $r$. It does not say that $\Phi$ is the sum of its two limits, and that sum will turn out to be wrong.

Symmetry adds one fact. The slope of the Fermi function is even about the chemical potential, and a sinusoidal modulation spends equal times above and below its mean. Neither cause of broadening prefers one side of the threshold, so the peak should be symmetric. The calculation has to supply the numbers $c_T$ and $c_A$ and the function between the limits.

Energies are given in meV and voltages in mV, which suit this problem better than atomic units. A voltage of 1 mV corresponds to an electron energy of 1 meV.

### The simplest case: cold electrodes and a vibration at rest

Let positive $V$ drive electrons from left to right, and count the current as positive when they go that way. An electron energy $E$ is measured from the chemical potential of the left electrode. The right chemical potential lies lower by $eV$. An electron that starts at $E$ and gives up $\Omega$ arrives at $E-\Omega$, which is

$$E-\Omega+eV=E+x$$

when measured from the right chemical potential.

At zero temperature the initial state must be filled, $E<0$, and the final state empty, $E+x>0$. The allowed interval is $-x<E<0$. Its length is $x$ if $x>0$, and there is no interval if $x<0$. With constant densities of states and a constant matrix element, every energy in the interval contributes equally to the golden-rule rate. The inelastic current is then

$$I=\frac{\sigma}{e}\max(0,\,eV-\Omega).$$

The constant $\sigma$ gathers the matrix element and the densities of states. The factor $1/e$ makes it a conductance: above threshold $dI/dV=(\sigma/e)\,e=\sigma$. The conductance thus has a step of height $\sigma$, and

$$\frac{d^2I}{dV^2}=\sigma\,\delta\!\left(V-\frac{\Omega}{e}\right).$$

The peak has area $\sigma$ and no width, as the dimensional argument requires when both $kT$ and $A$ vanish.

The golden rule is the lowest order in the coupling to the vibration. At the same order there are corrections to elastic tunnelling, in which the vibration is excited virtually and the amplitude interferes with that of direct tunnelling. They can change the size, sign and symmetry of the feature. They are left out here, and the elastic current is taken to be linear in $V$.

### Warm electrodes

Let both electrodes have temperature $T$. The sharp conditions "filled" and "empty" become the probabilities $f(E)$ and $1-f(E+x)$, with

$$f(E)=\frac{1}{e^{E/kT}+1}.$$

The length of the allowed interval is replaced by the phase-space integral

$$g(x)=\int_{-\infty}^{\infty} f(E)\,[1-f(E+x)]\,dE .$$

To evaluate it, set $a=e^{E/kT}$ and $b=e^{x/kT}$. Then $f(E)=1/(1+a)$ and $f(E+x)=1/(1+ab)$, so that

$$f(E)[1-f(E+x)]=\frac{ab}{(1+a)(1+ab)},$$

$$f(E)-f(E+x)=\frac{a(b-1)}{(1+a)(1+ab)}.$$

The ratio of the first expression to the second is $b/(b-1)=1/(1-e^{-x/kT})$. It does not contain $E$ and can be taken out of the integral:

$$g(x)=\frac{1}{1-e^{-x/kT}}\int_{-\infty}^{\infty}[f(E)-f(E+x)]\,dE .$$

The difference in the integral equals $\int_0^x[-f'(E+s)]\,ds$. Integrated over $E$ first, $-f'$ gives $f(-\infty)-f(\infty)=1$ for every $s$. The remaining integral over $s$ gives $x$, and therefore

$$g(x)=\frac{x}{1-e^{-x/kT}} .$$

Far above threshold, $x\gg kT$, this tends to $x$, which is the cold result. Far below, it tends to $|x|e^{-|x|/kT}$: the missing energy must come from the thermal tails of the two electrodes. At threshold the limit $x\to0$ gives $g(0)=kT$. The kink of the cold current has become a smooth bend whose extent is a few $kT$.

### All four processes

At finite temperature electrons also cross from right to left, and the vibration, with mean occupation $N$, can give energy as well as take it. Emission carries the factor $N+1$ and absorption the factor $N$. For each process the argument of $g$ is the energy released by the bias plus the energy received from the vibration:

- left to right with emission: $(N+1)\,g(eV-\Omega)$;
- right to left with emission: $(N+1)\,g(-eV-\Omega)$;
- left to right with absorption: $N\,g(eV+\Omega)$;
- right to left with absorption: $N\,g(-eV+\Omega)$.

The second and fourth carry electrons backwards and enter the current with a minus sign:

$$I=\frac{\sigma}{e}\Big\{(N+1)\big[g(eV-\Omega)-g(-eV-\Omega)\big]+N\big[g(eV+\Omega)-g(-eV+\Omega)\big]\Big\}.$$

At $V=0$ each bracket vanishes, as it must without a bias.

The terms proportional to $N$ can be summed with a property of $g$. Writing $y=x/kT$,

$$g(x)-g(-x)=x\left[\frac{1}{1-e^{-y}}+\frac{1}{1-e^{y}}\right].$$

The second fraction equals $-e^{-y}/(1-e^{-y})$, so the bracket is 1 and

$$g(x)-g(-x)=x .$$

The coefficient of $N$ in the current contains the pair $g(eV-\Omega)-g(\Omega-eV)=eV-\Omega$ and the pair $g(eV+\Omega)-g(-eV-\Omega)=eV+\Omega$. Their sum is $2eV$, and the current becomes

$$I=\frac{\sigma}{e}\big[g(eV-\Omega)-g(-eV-\Omega)\big]+2\sigma N V .$$

The occupation of the vibration enters through an ohmic term. If $N$ does not depend on $V$, this term has no second derivative, and a warm vibration gives the same peak as one at rest. The physical reason is a cancellation at threshold. As $eV$ passes $\Omega$, forward emission opens with weight $N+1$, while backward absorption closes with weight $N$. The conductance changes by the difference, which is one unit of $\sigma$.

The condition matters. If the current heats the vibration, $N$ varies with $V$ and $d^2I/dV^2$ gains the term $2\sigma(2N'+VN'')$, where primes denote derivatives with respect to $V$. The line shape below then no longer stands alone. From here on $N$ is constant.

### The line shape

Differentiating $g(x)-g(-x)=x$ twice gives $g''(x)=g''(-x)$, which is the expected symmetry. Two derivatives with respect to $V$ bring a factor $e^2$ for either sign of $eV$ in the argument, so

$$\frac{d^2I}{dV^2}=e\sigma\big[g''(eV-\Omega)-g''(eV+\Omega)\big].$$

There is a peak at $eV=\Omega$ and its mirror image, a dip, at $eV=-\Omega$.

For the explicit form put $z=x/(2kT)$. Multiplying numerator and denominator by $e^z$,

$$\frac{1}{1-e^{-2z}}=\frac{e^z}{e^z-e^{-z}}=\frac{\cosh z+\sinh z}{2\sinh z}=\frac{1+\coth z}{2},$$

and with $x=2kTz$

$$g=kT\,(z+z\coth z).$$

Each derivative with respect to $x$ is $1/(2kT)$ times one with respect to $z$. The linear term drops out of the second derivative. For the other term,

$$\frac{d}{dz}(z\coth z)=\coth z-\frac{z}{\sinh^2 z},$$

$$\frac{d^2}{dz^2}(z\coth z)=-\frac{2}{\sinh^2 z}+\frac{2z\cosh z}{\sinh^3 z}=\frac{2(z\coth z-1)}{\sinh^2 z}.$$

The prefactor is $kT/(2kT)^2=1/(4kT)$, so

$$g''(x)=\frac{1}{kT}F\!\left(\frac{x}{kT}\right),\qquad F(y)=\frac{z\coth z-1}{2\sinh^2 z},\quad z=\frac y2 .$$

Near the centre, $z\coth z=1+z^2/3-z^4/45+\dots$ and $\sinh^2z=z^2(1+z^2/3+\dots)$. Hence

$$F(y)=\frac16\left(1-\frac{2z^2}{5}+\dots\right)=\frac16\left(1-\frac{y^2}{10}+\dots\right),$$

and the peak height is $e\sigma/(6kT)$. For large $|y|$, $\coth|z|\to1$ and $\sinh^2z\to e^{|y|}/4$, which gives $F\to(|y|-2)e^{-|y|}$. The wings fall exponentially, so for $\Omega\gg kT$ the dip at $-\Omega$ has no noticeable effect on the peak.

### The peak as an overlap of two Fermi edges

The same function has a form that shows where the width comes from. Differentiate the integral for $g$ twice under the integral sign:

$$g''(x)=-\int f(E)f''(E+x)\,dE=\int f'(E)f'(E+x)\,dE .$$

The last step is an integration by parts, whose boundary term vanishes because $f'$ vanishes at both ends. With $w(E)=-f'(E)$, a positive and even function of unit area,

$$g''(x)=\int w(E)\,w(E+x)\,dE .$$

This is the distribution of the difference between two independent energies, each drawn from $w$. The peak is broadened once by the edge in the emitting electrode and once by the edge in the receiving electrode. Its area is $1\times1=1$, so $d^2I/dV^2$ integrated over the peak gives $\sigma$ at any temperature, in agreement with the cold case.

The variance of the difference is twice the variance of $w$. With $t=E/kT$ and an integration by parts, the latter is

$$\langle E^2\rangle_w=2(kT)^2\int_0^\infty t^2\left(-\frac{df}{dt}\right)dt=4(kT)^2\int_0^\infty\frac{t\,dt}{e^t+1}.$$

Expanding $1/(e^t+1)=\sum_{n\ge1}(-1)^{n-1}e^{-nt}$ and using $\int_0^\infty te^{-nt}dt=1/n^2$ turns the integral into $1-\frac14+\frac19-\dots=\pi^2/12$. Hence $\langle E^2\rangle_w=\pi^2(kT)^2/3$, and the thermal peak has the variance

$$s_T^2=\frac{2\pi^2}{3}(kT)^2=6.58\,(kT)^2 .$$

A full width is meaningful if the peak falls steadily on each side. Since $w$ is even and $w'$ is odd, the slope of the peak can be folded onto positive $s$:

$$g'''(x)=\int_0^\infty w'(s)\,[w(s-x)-w(s+x)]\,ds .$$

For $x>0$ and $s>0$, $|s-x|<s+x$, so the bracket is positive, while $w'(s)<0$. The slope is therefore negative for all $x>0$, and each side has one point at half height.

### The number 5.4

The maximum of $F$ is $1/6$, so half height means $F=1/12$, or

$$\frac{z\coth z-1}{\sinh^2 z}=\frac16 .$$

A numerical root search gives the positive solution $z=1.3598$. The half-height points lie at $x=\pm2z\,kT$, and their separation is

$$W_T=4z\,kT=5.44\,kT .$$

This is the required $c_T$, 5.4 to two digits. Per kelvin the width is 0.469 meV.

As an example take $T=5$ K, where $kT=0.4309$ meV, and a conductance step $\sigma=10$ nS. The thermal width is $5.4392\times0.4309=2.344$ meV. The peak height is $10/(6\times0.4309)=3.868$ nS/mV. Cooling makes the peak narrower and higher in the same proportion, because its area stays at 10 nS.

## Second half: the lock-in measurement

### Symbols and results carried over

The voltage is $V$, the elementary charge $e$, the vibrational energy $\Omega$, the temperature $T$ and the inelastic conductance step $\sigma$. The second derivative of the current near threshold is

$$I''(V)=e\sigma\,G(eV-\Omega),\qquad G(x)=\frac1{kT}F\!\left(\frac{x}{kT}\right),$$

where $F(y)=(z\coth z-1)/(2\sinh^2z)$ and $z=y/2$. The function $G$ (called $g''$ above) is even, falls steadily on each side, and has unit area, height $1/(6kT)$, variance $s_T^2=2\pi^2(kT)^2/3$ and full width $W_T=5.44\,kT$. The mirror dip at $eV=-\Omega$ is neglected. The modulation spreads the peak and the dip by at most $eA$ to either side, so this is safe when $\Omega-eA$ is positive and large compared with $kT$.

### The simplest case: weak modulation

A lock-in amplifier finds the second derivative without numerical differentiation. A small oscillation is added to the voltage,

$$V(t)=V_0+A\cos\theta,\qquad \theta=\omega t,$$

and the part of the current that oscillates as $\cos2\theta$ is recorded. Here $\omega$ is the modulation frequency and $A$ the amplitude from zero to peak. The root-mean-square amplitude is $A/\sqrt2$ and the full swing is $2A$. The modulation is assumed slow enough for the current to follow the momentary voltage.

If $I''$ hardly changes over the swing, a Taylor expansion suffices:

$$I(V_0+A\cos\theta)\approx I+I'A\cos\theta+\tfrac12I''A^2\cos^2\theta .$$

Since $\cos^2\theta=\frac12(1+\cos2\theta)$, the amplitude of the second harmonic is

$$a_2\approx\frac{A^2}{4}\,I''(V_0).$$

The signal is proportional to the wanted derivative, but it vanishes as $A^2$. A usable signal may need a swing over which $I''$ does change.

### Any amplitude

The amplitude of $\cos2\theta$ in a periodic signal is the Fourier coefficient

$$a_2=\frac1\pi\int_0^{2\pi}I(V_0+A\cos\theta)\cos2\theta\,d\theta=\frac2\pi\int_0^{\pi}I\cos2\theta\,d\theta .$$

The second form holds because the integrand is unchanged under $\theta\to2\pi-\theta$. Two integrations by parts bring in the second derivative. In the first, $\cos2\theta$ is the derivative of $\frac12\sin2\theta$, and $dI/d\theta=-A\sin\theta\,I'$. The boundary term contains $\sin2\theta$ and vanishes at both ends. The two minus signs combine:

$$\int_0^\pi I\cos2\theta\,d\theta=\frac A2\int_0^\pi I'\sin\theta\sin2\theta\,d\theta .$$

In the second, $\sin\theta\sin2\theta=2\sin^2\theta\cos\theta$ is the derivative of $\frac23\sin^3\theta$, which also vanishes at both ends. With $dI'/d\theta=-A\sin\theta\,I''$,

$$\int_0^\pi I'\sin\theta\sin2\theta\,d\theta=\frac{2A}{3}\int_0^\pi I''\sin^4\theta\,d\theta .$$

Collecting the factors $\frac2\pi\cdot\frac A2\cdot\frac{2A}3$ gives

$$a_2=\frac{2A^2}{3\pi}\int_0^\pi I''(V_0+A\cos\theta)\sin^4\theta\,d\theta .$$

If $I''$ is constant over the swing, $\int_0^\pi\sin^4\theta\,d\theta=3\pi/8$ returns $a_2=A^2I''/4$, the weak-modulation result.

Now let $u=A\cos\theta$ be the momentary displacement of the voltage. Then $\sin\theta=\sqrt{1-u^2/A^2}$ and $d\theta=-du/(A\sin\theta)$. One power of the sine cancels, and the minus sign reverses the limits:

$$a_2=\frac{A^2}{4}\int_{-A}^{A}I''(V_0+u)\,K(u)\,du,$$

$$K(u)=\frac{8}{3\pi A^4}(A^2-u^2)^{3/2}.$$

The prefactor of $K$ is fixed by $\frac{A^2}{4}\cdot\frac{8}{3\pi}=\frac{2A^2}{3\pi}$. The kernel $K$ is even and has unit area, as the case of constant $I''$ shows. The quantity $4a_2/A^2$ is thus a weighted average of $I''$ over the swing. Averaging moves area about without changing it, so the measured peak in $4a_2/A^2$ still has area $\sigma$. An elastic current that is linear in $V$ has $I''=0$ and contributes nothing.

The variance of the kernel follows from the same substitution:

$$\int u^2K\,du=\frac{8A^2}{3\pi}\int_0^\pi\cos^2\theta\sin^4\theta\,d\theta=\frac{8A^2}{3\pi}\left(\frac{3\pi}{8}-\frac{5\pi}{16}\right)=\frac{A^2}{6}.$$

### The number 1.22, and its cold limit

Let the electrodes be cold, so that $I''=\sigma\,\delta(V-\Omega/e)$. The signal then traces out the kernel itself. Its half height lies where

$$\left(1-\frac{u^2}{A^2}\right)^{3/2}=\frac12,\qquad u=\pm A\sqrt{1-2^{-2/3}},$$

and its full width is

$$W_A=2\sqrt{1-2^{-2/3}}\,A=1.22\,A .$$

Expressed through the root-mean-square amplitude, the same width is 1.72 times that amplitude.

This limit can be reached without the kernel. The cold current is a ramp, $I=\sigma\max(0,d+A\cos\theta)$, with $d=V_0-\Omega/e$ and $|d|<A$. It flows for $0<\theta<\theta_0$, where $\cos\theta_0=-d/A$. The Fourier integral over this interval is

$$a_2=\frac{2\sigma}{\pi}\left[\frac d2\sin2\theta_0+A\left(\frac{\sin\theta_0}{2}+\frac{\sin3\theta_0}{6}\right)\right].$$

Let $q=\sin\theta_0$. The first term is $-A\cos^2\theta_0\,q=-A(q-q^3)$. With $\sin3\theta_0=3q-4q^3$, the second is $A(q-\frac23q^3)$. Their sum is $Aq^3/3$, so

$$a_2=\frac{2\sigma A}{3\pi}\left(1-\frac{d^2}{A^2}\right)^{3/2}.$$

This is the shape of $K$, with the same half-height points.

The number belongs to second-harmonic detection. If the first harmonic is recorded and then differentiated numerically, one integration by parts gives

$$a_1=\frac2\pi\int_0^\pi I\cos\theta\,d\theta=\frac{2A}{\pi}\int_0^\pi I'\sin^2\theta\,d\theta .$$

The substitution $u=A\cos\theta$ now leaves a kernel proportional to $\sqrt{A^2-u^2}$. It is at half height where $u^2=\frac34A^2$, and its full width is $\sqrt3\,A$. At equal amplitude this method broadens a sharp peak more.

### Both causes together

With warm electrodes and finite modulation, the measured profile is the thermal peak averaged with the kernel:

$$\frac{4a_2}{A^2}=e\sigma\int_{-A}^{A}K(u)\,G(eV_0-\Omega+eu)\,du .$$

Both functions are even and fall steadily from the centre. The folding argument used for the two Fermi edges applies again, so the measured profile also has one maximum and one half-height point on each side.

In this average the variances add. The displacement from threshold is the sum of two independent, symmetrically distributed quantities, and the mean of their product vanishes. In units of energy,

$$s^2=\frac{2\pi^2}{3}(kT)^2+\frac{(eA)^2}{6}.$$

Full widths have no such rule. In particular, the modulation does not add $1.22\,eA$ to $5.44\,kT$, as the two ends of the range show.

For weak modulation, expand $G$ in $eu$. The linear term averages to zero and the quadratic term uses the variance $A^2/6$:

$$\int K(u)\,G(x+eu)\,du\approx G(x)+\frac{(eA)^2}{12}G''(x).$$

The profile changes in proportion to $A^2$. Since $G$ has a finite slope at half height, the half-height points also move in proportion to $A^2$. A linear sum of widths would demand a shift proportional to $A$, which is much larger when $A$ is small.

For strong modulation the roles are reversed. The narrow thermal peak smooths the broad kernel, which changes by $\frac12(s_T/e)^2K''$ near its centre and its half-height points. There $K''$ is of order $K/A^2$ and the slope at half height is of order $K/A$. The width in energy therefore changes by an amount of order $(kT)^2/(eA)$, far less than $5.44\,kT$.

A common-sense replacement is addition in quadrature,

$$W_q=\sqrt{W_T^2+(eW_A)^2}.$$

Because the variances add, it would be exact if the two shapes and also their average all had the same ratio of full width to standard deviation. Equal ratios for the two shapes alone would not suffice: averaging a rectangle of width $w$ with another of width $w$ gives a triangle of full width $w$, not $\sqrt2\,w$. Here the condition already fails for the two separate shapes. The ratios differ. For the thermal peak the ratio is $5.4392/\sqrt{6.5797}=2.12$, and for the kernel it is $1.2166\times\sqrt6=2.98$. The rule for variances therefore does not carry over to the full widths, and quadrature is only an estimate at intermediate $eA/kT$, although it has the right limits at both ends.

Its error was found numerically. The average over the swing was evaluated as a sum over modulation phases, and the half-height points by a root search, for 121 values of $eA/kT$ between 0.1 and 100. The quadrature estimate lay above the true width at every value. The largest excess was 5.8% of the true width, on a flat maximum near $eA/kT=6$. The linear sum also lay above the true width throughout.

### Signal against resolution

The signal at the centre of the peak has two simple limits. For $eA\ll kT$, $G$ can be replaced by its central value $1/(6kT)$. For $eA\gg kT$, $K$ can be replaced by its central value $8/(3\pi A)$. Thus

$$a_2\to\frac{e\sigma A^2}{24kT}\quad\text{(weak)},\qquad a_2\to\frac{2\sigma A}{3\pi}\quad\text{(strong)}.$$

Each expression is also an upper bound at any amplitude, because neither $G$ nor $K$ exceeds its central value. The two are equal at $eA=16kT/\pi$, or about $5kT$. Well below this amplitude, a larger modulation raises the signal quadratically and hardly broadens the peak. Well above it, signal and width both grow in proportion to $A$.

### A worked example

Take the round model values $\Omega=100$ meV, $T=5$ K, $A=2$ mV and $\sigma=10$ nS, with an elastic conductance of 1000 nS and the vibration in its ground state. As before, $kT=0.4309$ meV, so $eA/kT=2/0.4309=4.64$. The two separate widths are

$$W_T=5.4392\times0.4309=2.344\ \text{meV},$$

$$eW_A=1.2166\times2=2.433\ \text{meV}.$$

For the measured width, the full current, including the elastic part and the dip at $-\Omega$, was followed through one modulation cycle at 4000 phases. Its second harmonic was extracted, and the voltages of half signal were located by a root search. The resulting full width is 3.205 meV, or 25.9 cm$^{-1}$. The quadrature estimate is

$$\sqrt{2.344^2+2.433^2}=3.378\ \text{meV},$$

which is 5% above the true width. The linear sum, 4.777 meV, is 49% above it. The standard deviation is

$$s=\sqrt{6.5797\times0.4309^2+2^2/6}=1.374\ \text{meV}.$$

The modulation also lowers the apparent peak. The quantity $4a_2/A^2$ at the centre is 2.925 nS/mV, against 3.868 nS/mV without modulation, a reduction of 24%. The lost height reappears in the wings, since the area is unchanged.

The same calculation for five amplitudes gives:

| $A$ (mV) | true width (meV) | quadrature (meV) | $a_2$ (pA) |
|---|---|---|---|
| 0.5 | 2.402 | 2.421 | 0.236 |
| 1.0 | 2.575 | 2.641 | 0.890 |
| 2.0 | 3.205 | 3.378 | 2.925 |
| 4.0 | 5.147 | 5.401 | 7.592 |
| 8.0 | 9.811 | 10.011 | 16.499 |

Going from 0.5 to 1 mV multiplies the signal by 3.8 and the width by 1.07. Going from 4 to 8 mV multiplies the signal by 2.2 and the width by 1.9. The change of regime falls near $16\times0.4309/\pi=2.2$ mV, as the crossing of the two limits suggests.

The difference between the rules matters when a measured width is used to find a temperature. Removing the modulation in quadrature from 3.205 meV leaves $\sqrt{3.205^2-2.433^2}=2.09$ meV. Divided by 0.4687 meV/K, this suggests 4.5 K where the electrodes are at 5 K. Linear subtraction leaves 0.77 meV and suggests 1.6 K. Fitting the averaged profile itself avoids both errors within this model.

### Where the result fails

A real vibration has a finite width of its own. If its spectrum can be treated as a weighted set of sharp modes, the current is the weighted sum of their currents, and the measured profile is averaged once more, over that spectrum. The widths found here then describe the broadening due to temperature and detection, and the observed peak is wider.

The derivation also needs electrodes without structure over the energies involved. A density of states that varies within a few $kT$ or within the modulation swing changes the shape and can destroy its symmetry. The same holds for the interference terms left out at the start. Finally, if $\Omega-eA$ is not large compared with $kT$, the measured peak and its mirror dip overlap and partly cancel. The overlap begins in the wings and changes the full width once it reaches the lower half-height point. For cold electrodes this happens when $\Omega-0.61\,eA=-\Omega+eA$, at $eA\approx1.24\,\Omega$. Beyond that, or when $\Omega$ is only a few $kT$, the widths found here no longer apply.
